Zero- and one-potential terms of the 1S self-energy at small Z

Q: I measure hydrogen lines to many figures, and I am told the all-order self-energy is hardest to compute at small Z, where the binding is weakest. What is being added up?

A: Take ħ = c = m = 1, a point nucleus of infinite mass, the 1S state ψ, and write γ = Zα (Dirac matrices always carry an index or a slash), V = −γ/r, L = ln γ⁻². Shifts are quoted as ΔE = (α/π)γ⁴F. The electron emits a photon, propagates in the Coulomb field and reabsorbs it. The shift is ultraviolet divergent, and the divergences sit in the terms where the intermediate electron meets V zero times or once. One therefore expands the bound propagator in V and computes three terms, ΔE0, ΔE1 and ΔE2+ (two or more potentials), renormalizing the first two in momentum space. I use the Feynman gauge and D = 4 − 2ϵ.

Q: How large is the term with no potential?

A: It is ΔE0 = ⟨ψ̄ (Σ(p) − δm) ψ⟩ at p = (ε, p), ε = √(1 − γ²). The Feynman rules with photon propagator −i g_μν/k² give −iΣ = −e²∫d^Dk/(2π)^D N/(denominators), so with e² = 4πα

Σ(p) = (α/4π) ∫ d^Dk/(iπ²) γ^ν(p̸ − k̸ + 1)γ_ν / {[(p − k)² − 1] k²}.

Give the photon denominator weight x, the electron one 1 − x, and shift k = l + (1 − x)p. The denominator becomes (l² − Δ)² with Δ = (1 − x)(1 − xp²), the numerator (4 − 2ϵ) − (2 − 2ϵ)x p̸, and ∫d^Dl/(iπ²)(l² − Δ)⁻² = Δϵ − lnΔ, where Δϵ is 1/ϵ plus constants. The ϵ parts of the numerator times 1/ϵ leave ∫(−2 + 2x p̸)dx = −2 + p̸:

Σ = (α/4π){Δϵ(4 − p̸) − 2 + p̸ − ∫₀¹(4 − 2x p̸) lnΔ dx}.

On shell Δ = (1 − x)², and ∫ln(1 − x) = −1, ∫x ln(1 − x) = −3/4 give δm = (α/4π)(3Δϵ + 4). Then Σ − δm = (α/4π)[−Δϵ(p̸ − 1) + a + b p̸]. With ρ = 1 − p² (four-momentum squared) and c = 1 − ρ,

a = −2 − 4∫ln(1 − xc)dx, b = −1/2 + 2∫x ln(1 − xc)dx.

Integration by parts gives ∫ln(1 − xc) = −1 − (ρ/c) lnρ and ∫x ln(1 − xc) = ½lnρ − 1/4 − 1/(2c) − lnρ/(2c²), so

a = 2 + 4ρ lnρ/(1 − ρ), b = −[(2 − ρ)/(1 − ρ)][1 + ρ lnρ/(1 − ρ)].

The Dirac equation (p̸ − 1)ψ = γ⁰Vψ turns the pole term into −(α/4π)Δϵ⟨V⟩, which the vertex will cancel; I drop it in both places.

In the atom ρ = γ² + p² is small. To first order a = 2 + 4ρ lnρ and b = −2 − ρ − 2ρ lnρ. In terms already of order ρ both ψ̄ψ and ψ̄p̸ψ may be replaced by |ψ|², so

ΔE0 = (α/4π)[−2⟨V⟩ + ⟨2ρ lnρ − ρ⟩].

Put ρ = 2A, with A = p²/2 − E and E = −γ²/2. The Schrödinger equation says ⟨A + V⟩ = 0, so −2⟨V⟩ − ⟨ρ⟩ = 2⟨A⟩ − 2⟨A⟩ = 0 and

ΔE0 = (α/π)⟨f(A)⟩, f(x) = x ln 2x.

With p = γx and u = 1 + x², the 1S amplitude is proportional to u⁻². Define I(s) = ∫₀^∞ x²u^(−s)dx = Γ(3/2)Γ(s − 3/2)/(2Γ(s)); I(4) = π/32 fixes the norm and I(3) = π/16 gives ⟨u⟩ = 2. Also ⟨u ln u⟩ = −I′(3)/I(4) = 2[dig(3) − dig(3/2)], dig being the digamma function. Since dig(3) = 3/2 − γ_E and dig(3/2) = 2 − 2ln2 − γ_E, this is 4ln2 − 1. With f = (γ²u/2)(lnγ² + ln u),

ΔE0 = (α/π)γ²[−L + c0], c0 = 2ln2 − 1/2 = 0.886294.

The next terms of a and b, of the type ρ² lnρ, have a finite average of order γ⁴L.

Q: And with one potential?

A: Inserting γ⁰V on the internal line gives ΔE1 = ⟨ψ̄(p′)Γ⁰(p′,p)V(p′ − p)ψ(p)⟩, where Γ^μ has the prefactor of Σ and the integrand γ^ν S(p′ − k)γ^μ S(p − k)γ_ν/k², S(p) = 1/(p̸ − 1). Because ∂S/∂p_μ = −Sγ^μS, it obeys the Ward identity Γ^μ(p,p) = −∂Σ/∂p_μ. Combine the three denominators with 2∫dx dy, x = st on p′, y = s(1 − t) on p, dx dy = s ds dt, and shift k = l + sP with P = tp′ + (1 − t)p. Then Δ = s²P² + sR, R = tρ′ + (1 − t)ρ. The integrals are ∫d^Dl/(iπ²)(l² − Δ)⁻³ = −1/(2Δ) and ∫l²(l² − Δ)⁻³ = (D/4)(Δϵ − lnΔ). The l̸γ^μ l̸ part of the numerator contracts to (l²/D)(2 − D)²γ^μ, and (2 − D)²/4 = 1 − 2ϵ turns Δϵ into Δϵ − 2:

Γ^μ = (α/4π){γ^μ(Δϵ − 2 − 2∫dx dy lnΔ) − ∫dx dy N^μ/Δ},
N^μ = −2 r̸γ^μ r̸′ + 4(r + r′)^μ − 2γ^μ, r = p − sP, r′ = p′ − sP.

The pole gives +(α/4π)Δϵ⟨V⟩, as required. V is already of order γ², so the vertex is needed at order γ⁰: all momenta go to (1, 0), γ⁰ → 1, P² → 1, and R is kept only where it cuts off a logarithm. Then N⁰ = −2(1 − s)² + 8(1 − s) − 2 = 4 − 4s − 2s², ∫ds N⁰/(s + R) = −4lnR − 4 − 1, and ∫s ln s² ds = −1/2. The bracket is −2 + 1 + 5 + 4∫lnR dt, so

Γ⁰ = (α/π)∫₀¹(1 + lnR)dt = (α/π)(ρ lnρ − ρ′lnρ′)/(ρ − ρ′) = (α/π) f[A, A′],

the divided difference [f(A) − f(A′)]/(A − A′). It equals lnγ² + g, with g the same quotient built from u ln u. Since ⟨V⟩ = −γ², ΔE1 = (α/π)γ²[L + c1], c1 = ⟨Vg⟩/γ².

For c1 measure lengths in 1/γ, so V = −1/r, ψ = e^(−r)/√π. Partial fractions verify

g = ∫₀^∞ dκ [1/(1 + κ) − κ/((u + κ)(u′ + κ))],

which factorizes: c1 = ∫dκ[−1/λ² + κ⟨χ|1/r|χ⟩], χ = (p² + λ²)⁻¹ψ, λ² = 1 + κ. From 1/(u²(u + κ)) = 1/(κu²) − 1/(κ²u) + 1/(κ²(u + κ)) and the transforms u⁻² ↔ e^(−r)/8π, (p² + λ²)⁻¹ ↔ e^(−λr)/(4πr),

χ = π^(−1/2)[e^(−r)/κ − 2(e^(−r) − e^(−λr))/(κ²r)].

The radial integrals are ∫r e^(−2r) = 1/4, 1/2 − 1/(1 + λ) = (λ − 1)/(2(λ + 1)) for the cross term, and the Frullani integral ∫(e^(−r) − e^(−λr))²dr/r = W = ln[(1 + λ)²/(4λ)]. Using κ = (λ − 1)(λ + 1),

κ⟨χ|1/r|χ⟩ = 1/κ − 8/((λ + 1)²κ) + 16W/κ³.

Integrate with dκ = 2λ dλ from λ = 1 + δ, δ → 0. The terms −1/λ² + 1/κ give [ln((λ² − 1)/λ²)] = −ln 2δ. For the next, λ/((λ + 1)³(λ − 1)) = (1/8)/(λ − 1) − (1/8)/(λ + 1) − (1/4)/(λ + 1)² + (1/2)/(λ + 1)³ integrates to −(1/8)ln(δ/2) − 1/8 + 1/16; times −16 this is 2ln(δ/2) + 1. The last term goes by parts, with ∫dκ/κ³ = −1/(2κ²). The boundary gives 8(δ²/4)/(2δ)² = 1/2. With W′ = (λ − 1)/(λ(λ + 1)) the rest is 8∫dλ/(λ(λ − 1)(λ + 1)³), whose fractions (1/8)/(λ − 1) − 1/λ + (7/8)/(λ + 1) + (3/4)/(λ + 1)² + (1/2)/(λ + 1)³ give −lnδ − 7ln2 + 7/2. The lnδ cancel (−1 + 2 − 1), and

c1 = 1 + 1/2 + 7/2 − (1 + 2 + 7)ln2 = 5 − 10ln2 = −1.931472.

Q: The logarithms are equal and opposite. Is that an accident, and does the third term have one too?

A: It is charge conservation, and the third term has no logarithm at this order. The function f comes from the time-like photon. In second-order perturbation theory a photon of energy k contributes with the measure e²d³k/((2π)³2k) = (α/π)k dk, and the metric gives the time component the sign opposite to the usual negative one:

ΔE_t = +(α/π)∫k dk ⟨e^(−ik·r)(H − E + k)⁻¹e^(ik·r)⟩.

The exponentials shift p → p + k in H, adding k·p + k²/2 to a denominator that contains k. These are relative corrections of order γ (odd in angle) and k, so for k ≪ 1 they can be dropped at this order, and the photon couples to the unit operator, the total charge. Since

∫₀^K k dk/(x + k) = K − x lnK + x ln x for K ≫ x,

the operator is (H − E)ln(H − E) plus a constant, which is part of δm, plus a term linear in H − E. On the eigenstate ⟨(H − E + k)⁻¹⟩ = 1/k, and only the constant K remains: a photon that sees only the total charge cannot excite the atom.

The potential expansion cuts this zero into pieces. With H − E = A + V, G0 = (A + k)⁻¹ and G = (H − E + k)⁻¹,

G = G0 − G0VG0 + G0VGVG0.

The first piece gives ⟨A lnA⟩ − ⟨A⟩lnK and the second ⟨V (x ln x)[A,A′]⟩ − ⟨V⟩lnK. These are the relativistic results above with K → 1/2, and the lnK terms cancel in the sum because ⟨A + V⟩ = 0. A and V are both of order γ², so no piece is small. The third behaves as ⟨V²⟩/k² at large k, and as k·(1/k) at small k. It converges at k ~ γ², has no second scale to form a logarithm, and is γ² times a number. The sum being zero,

ΔE2+ = (α/π)γ²c2, c2 = −c0 − c1 = 8ln2 − 9/2 = 1.045177.

In the soft region the space-like photon carries two factors of p and starts, after mass renormalization, at γ⁴. Hard photons, k ~ 1, add equal and opposite multiples of ⟨V⟩ to ΔE0 and ΔE1 when the time-like and space-like ones are taken together, though not for each kind alone; these multiples are absorbed in K → 1/2.

Q: That value of c2 follows from assuming the cancellation. Can it be had directly?

A: Yes. In units of γ² for k, let λ = √(1 + 2k). The Coulomb Sturmians S_n solve (p²/2 + λ²/2)S_n = (nλ/r)S_n, the hydrogen s-equation with charge nλ, and are orthonormal and complete with weight 1/r; their radial form is n^(−1/2) z e^(−z/2) L¹_(n−1)(z), z = 2λr. Both A + k and V are diagonal, so G0 = Σ|S_n⟩⟨S_n|/(nλ) and G = Σ|S_n⟩⟨S_n|/(nλ − 1). With c_n = ⟨S_n|ψ⟩ the j-potential term is ∫k dk Σc_n²/(nλ)^(j+1), and the geometric series over j ≥ 2 gives

c2 = ∫k dk Σ c_n²/[(nλ)²(nλ − 1)].

The Laguerre generating function gives the overlaps as the coefficients of w^(n−1) in n^(−1/2)·8λ(λ + 1)⁻³(1 − w)(1 + τw)⁻³, τ = (λ − 1)/(λ + 1). The numerical check finds 1.045177, and 0.886285 and −1.931472 for c0 and c1, each within the asserted 10⁻⁵. The terms j = 2, 3, 4 are 0.515816, 0.175660 and 0.088895, together 0.780371 or 75% of c2. All are positive and of order γ²; at large j the n = 1 term near k = 0, where λ^(−j) ≈ e^(−jk), makes them fall only as 1/j². Truncating the expansion in V at any finite order leaves an error of order αγ².

Q: What is left over, and how big is it?

A: Keep the exponentials. Let Δ_n = E_n − E, ρ_n = ⟨n|e^(ik·r)|ψ⟩, and ω the photon energy. From p e^(ik·r) = e^(ik·r)(p + k), the commutator is [H, e^(ik·r)] = e^(ik·r)(k·p + k²/2) = k·j with j = (p e^(ik·r) + e^(ik·r)p)/2, so Δ_nρ_n = k·j_n. Also Σ|ρ_n|² = 1 and Σ|ρ_n|²Δ_n = ⟨k·p⟩ + k²/2 = k²/2. The identity 1/(ω + Δ) = 1/ω − Δ/ω² + Δ²/(ω²(ω + Δ)) then gives

Σ|ρ_n|²/(ω + Δ_n) = 1/ω − k²/(2ω²) + Σ|k·j_n|²/(ω²(ω + Δ_n)).

The first two terms do not depend on the state and belong to δm; the program tests this relation on an anharmonic grid model. Adding the space-like term −Σ|j_n|²/(ω + Δ_n) leaves −Σ(|j_n|² − |k·j_n|²/ω²)/(ω + Δ_n). For ω = k only transverse photons remain. For k < K with γ² ≪ K ≪ γ, j → p and the angular average is 2/3:

−(2α/3π)∫₀^K k dk Σ|p_n|²/(k + Δ_n) = −(2α/3π)[K⟨p²⟩ − Σ|p_n|²Δ_n ln(K/Δ_n)].

The first term is present for a free electron as well and renormalizes the mass in p²/2m. In the second, (H − E)pψ = [H, p]ψ = i(∇V)ψ, and integrating by parts gives Σ|p_n|²Δ_n = ⟨∇²V⟩ − ½⟨∇²V⟩ = 2πγ|ψ(0)|² = 2γ⁴. Define the Bethe logarithm by ln k0 = ⟨ln(2Δ_n/γ²)⟩ with the weights |p_n|²Δ_n. The soft part is (4α/3π)γ⁴ ln(2K/(k0γ²)).

For the hard part give the photon a mass μ, γ² ≪ μ ≪ K, and write ΔE = ΔE(μ) + [ΔE(0) − ΔE(μ)]. The bracket comes from k < K. There ω = √(k² + μ²) ≫ Δ_n except for high continuum states, where |p_n|²Δ_n falls as Δ^(−3/2) per unit energy; the term linear in Δ_n therefore suffices up to a relative correction of order γ/√μ, which vanishes for μ ≫ γ²; the measure is (α/π)k²dk/ω and the angular average 1 − k²/(3ω²). With k = μ sinh x and X = ln(2K/μ), the logarithm ln(K/Δ_n) is replaced by

∫₀^X (3/2)(tanh²x − tanh⁴x/3)dx = (3/2)(X − 1) − (1/2)(X − 4/3) = X − 5/6.

In ΔE(μ) binding is negligible inside the loop, and one needs the on-shell vertex to second order in the momenta. At zero transfer the Ward identity cancels it against the wave-function renormalization, so the correction is a multiple of Q² = |p′ − p|² plus a spin-orbit term, which vanishes for S states. Backscattering, p′ = −p along z, ε² = 1 + Q²/4, fixes the multiple. Now Δ = s²(1 + t(1 − t)Q²) + (1 − s)μ². Current conservation gives ū′γ³u = 0, ū′(p̸ + p̸′)u = 2ū′u gives ū′u = εū′γ⁰u, and γ³γ⁰γ³ = γ⁰. Relative to ū′γ⁰u,

N⁰ = −2[ε²(1 − s)² − (Q²/4)(1 − s²(2t − 1)²)] + 8ε²(1 − s) − 2.

Averaging over t, with (2t − 1)² → 1/3 and t(1 − t) → 1/6, gives ∂N⁰/∂Q² = 2 − s − 2s²/3 and ∂Δ/∂Q² = s²/6. Let ℓ = ln(1/μ), Δ₀ = s² + μ² up to O(μ); then ∫s ds/Δ₀ = ℓ and ∫s³ds/Δ₀² = ℓ − 1/2. The logarithm term, the numerator and the denominator contribute to ∂Γ⁰/∂Q², in units α/4π,

−1/6 − (2ℓ − 1 − 1/3) + (1/6)(4ℓ − 2 − 4 − 1) = −(4/3)ℓ.

The ratio used is the charge form factor G_E, and its slope in −Q² is (α/3π)ln(1/μ); explicit Dirac matrices give 11.51293 against ln(1/μ) = 11.51293 at μ = 10⁻⁵. Since −Q²V ↔ ∇²V and ⟨∇²V⟩ = 4γ⁴, ΔE(μ) = (4α/3π)γ⁴ ln(1/μ). Adding, K and μ drop out:

F = (4/3)[ln(2K/(k0γ²)) − ln(2K/μ) + 5/6 + ln(1/μ)] = (4/3)(L − ln k0 + 5/6).

So the sum scales as α(Zα)⁴ with a logarithm of its own. Momenta of order 1, with weight |ψ(0)|²γ² ~ γ⁵, add a term of order γ to F that I leave out.

Q: Now hydrogen. How many digits does it cost?

A: With α = 7.2973525643×10⁻³, γ² = 5.325135×10⁻⁵, γ⁻² = 18778.9 and L = 9.8405. A Sturmian sum gives ln k0 = 2.984124 and a sum over oscillator strengths 2.984129. Then

F = 13.1206 − 3.9788 + 1.1111 = 10.2529,

at leading orders. One unit of F is 813.863 MHz, so this formula gives 6.75×10⁻¹¹ mc², or 8.34 GHz. The omitted term is γ = 0.0073 times a coefficient not derived here; its known value, 4π(139/128 − ½ln2) ≈ 9.3, raises F by about 0.07 and the shift to about 8.4 GHz. The decimals of F and the figures of the shift after the first are therefore values of the formula, not predictions for the atom. The leading formulas give F0 = (−9.8405 + 0.8863)×18778.9 ≈ −168150, F1 ≈ 148522, F2+ ≈ 19627. Evaluated to all orders in Zα with Dirac wave functions, F0 = −168176.15 and F1 = 148579.46, the latter changing by 0.002 on a finer grid. The zero-potential term alone is −1.3687×10⁸ MHz.

An absolute error in a term passes unchanged into F, so the digits lost are

log₁₀(168176.15/10.2529) = log₁₀ 16403 = 4.21.

They go in two stages. F0 + F1 = −19596.69 removes the logarithm and costs log₁₀(168176.15/19596.69) = 0.93; adding F2+ costs log₁₀(19596.69/10.2529) = 3.28. If all three terms carry the same relative error with adverse signs, the amplification is (168176.15 + 148579.46 + 19606.9)/10.2529 = 32806, or 4.52 digits as a worst case. Here 19606.9 = F − F0 − F1 is inferred, and its last figure shares the uncertainty of F; the relativistic ΔE2+ was not computed. A 1% change in F moves the counts taken relative to F by 0.004; the 0.93 does not depend on F. To get F to 10⁻⁶, which is 814 Hz, F0 is needed to a relative 10⁻⁶/168176 = 5.9×10⁻¹².

The logarithm matters little for the count. The ratio is γ⁻²(L − c0)/F, which tends to 3/(4γ²) as γ → 0; at Z = 1 it gives 4.27 + log₁₀(8.9542/10.2529) = 4.27 − 0.06.

Q: I have heard larger figures than four.

A: The count depends on which quantities are computed separately. Inside ΔE0, a → 2 and b → −2, so the a and b terms are each near (α/4π)·2, or γ⁻⁴/2 in units of F with γ⁻⁴ = 3.5265×10⁸. They come out as 1.75982×10⁸ and −1.76150×10⁸. Integrated separately they lose 3.02 digits in forming F0 and 7.23 relative to F, and F to 10⁻⁶ demands 5.7×10⁻¹⁵ in the a term, close to the roughly sixteen digits of double precision. Nearly all of this part is avoidable (the term left from a − 2 is about 2F0, so 0.3 digit is still lost if it is integrated separately), since −2⟨p̸ − 1⟩ = −2⟨V⟩ is known analytically. A term of size (α/π)mc² stands at γ⁻⁴ in F, log₁₀γ⁻⁴ = 8.55, so a scheme that subtracts the mass counterterm numerically loses 8.55 − log₁₀10.25 = 7.5 digits relative to F.

Q: Could one simply subtract the leading formulas, and where does the picture stop holding?

A: The subtraction gives the size of the terms, not the answer. At Z = 1 the all-order F0 and F1 differ from their leading forms by −26.57 and +57.13, each larger than F, and their sum 30.56 must be reduced to F ≈ 10 by a correction of about −20 in F2+. That these remainders scale as αγ⁴ up to logarithms is tested: the residual in γ²F is multiplied by 0.304 and 0.307 from Z = 2 to 1 and by 0.317 and 0.320 from Z = 4 to 2, inside the asserted window 0.2 to 0.4 around 1/4, which excludes scaling as γ or γ³ but does not fix the power of L.

The hierarchy needs γ ≪ 1. At Z = 10, F0 = −828.25 and F1 = 644.23; their sum −184.02 differs from −c2/γ² = −196.27 by 6% of the latter. As γ approaches 1 the leading formulas fail and no power of γ separates the terms from their sum. For other states the logarithms follow from ⟨A⟩ = −⟨V⟩ = γ²/n², whatever the angular momentum, while for l > 0 ⟨∇²V⟩ vanishes and F loses its logarithm at this order; a small F then means a larger loss, by an amount I have not computed. The sizes of the separate terms belong to the Feynman gauge: the γ²L terms, the function f and c2 arose from the soft time-like photon, and a formulation that combines it with the longitudinal one before expanding in V removes them from the soft region.

Values computed for the example and the checks

```
alpha = 7.2973525643e-03
c0 formula 0.886294, Sturmian 0.886285  [alpha/pi gam^2 mc^2]
c1 formula -1.931472, Sturmian -1.931472
c2 formula 1.045177, Sturmian 1.045177
2-,3-,4-potential terms: 0.515816 0.175660 0.088895
G_E slope [alpha/3pi] 11.51293, ln(1/mu) 11.51293, mu = 1e-05 m
soft massive-photon constant -0.833333
ln k0 (Ry): Sturmian 2.984124, oscillator sum 2.984129
Z, L, F0, F1 (all orders), F0+F1, -c2/gam^2, F0-leading, F1-leading
 1 9.8405 -168176.15 148579.46 -19596.69 -19627.25 -26.57 57.13
 2 8.4542 -35550.99 30668.91 -4882.07 -4906.81 -21.85 46.59
 4 7.0679 -7272.47 6064.87 -1207.59 -1226.70 -17.25 36.36
10 5.2353 -828.25 644.23 -184.02 -196.27 -11.55 23.80
residual ratio Z=1/Z=2: zero 0.304, one 0.307
residual ratio Z=2/Z=4: zero 0.317, one 0.320
--- hydrogen 1S, Z = 1 ---
gam^2 = 5.325135e-05, 1/gam^2 = 18778.9, 1/gam^4 = 3.5265e+08
leading F0 -168149.6, F1 148522.3, F2+ 19627.2
F1 on finer grid 148579.46, grid change 2.0e-03
F parts: 4L/3 13.1206, -4lnk0/3 -3.9788, 10/9 1.1111
F (leading orders) = 10.2529; F2+ implied = F-F0-F1 = 19606.9
unit of F = 813.863 MHz; shift = 8344 MHz; E0 = -1.3687e+08 MHz
shift = 6.7534e-11 mc^2
|F0|/F = 16403, digits lost 4.21
condition number 32806, digits 4.52
stage F0+F1: 0.93, stage +F2+: 3.28 digits
a-term 1.75982e+08, b-term -1.76150e+08 (units of F)
digits: a-term vs F0 3.02, a-term vs F 7.23
log10 gam^-2 = 4.27, log10 gam^-4 = 8.55
F to 1e-6 (814 Hz): relative accuracy 5.9e-12 in F0, 5.7e-15 in a-term
```
